# Sharp-cutoff long-range dopant charge: unit charge and a finite potential

## Definitions and conventions

A donor carries one positive elementary charge $e$. Its number density $\rho(\mathbf r)$, in nm$^{-3}$, is counted in units of $e$; for a point donor it is a delta function. The silicon has a uniform static permittivity $\epsilon$, and the donors are taken as fully ionised. Write the potential as $\phi=Cf$, with

$$C=\frac{e}{4\pi\epsilon},\qquad \nabla^2 f=-4\pi\rho .$$

For a point donor in open space, $f=1/r$, which diverges at the donor. The Fourier convention is

$$\rho(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}\,\hat\rho(\mathbf k)\,e^{i\mathbf k\cdot\mathbf r}.$$

A point donor at the origin has $\hat\rho=1$ for every $\mathbf k$. Sano's long-range density keeps $\hat\rho=1$ for $|\mathbf k|<k_c$ and sets it to zero otherwise. What is dropped, the short-range part, has $\hat\rho=0$ at $\mathbf k=0$. It does not enter the Poisson equation and must be treated in the transport model, for instance as a scattering rate.

"Conserves unit charge" needs a precise meaning. On a periodic mesh the total is one. In open space the result depends on how the integration volume grows, as shown below.

## A mesh small enough for hand calculation

Take a periodic cube of edge $L$ and volume $V=L^3$, with four nodes along each axis, so $h=L/4$. The allowed wavevectors are $2\pi/L$ times integer triples. Choose $k_c$ between $2\pi/L$ and $\sqrt2\,(2\pi/L)$. Seven modes survive: $\mathbf k=0$ and the six triples of the type $(\pm1,0,0)$.

Place the donor off the mesh, at $(L/8,0,0)$. Each mode has coefficient $e^{-i\mathbf k\cdot\mathbf r_0}/V$. Pairing $\mathbf k$ with $-\mathbf k$ gives

$$V\rho=1+2\cos\frac{2\pi(x-L/8)}{L}+2\cos\frac{2\pi y}{L}+2\cos\frac{2\pi z}{L}.$$

At the nodes $x=0,L/4,L/2,3L/4$, the first cosine is $s,s,-s,-s$, with $s=1/\sqrt2$. The other two run through $1,0,-1,0$. At the node $(0,0,0)$, therefore, $V\rho=1+2(s+1+1)=5+\sqrt2$. At $(L/2,L/2,L/2)$ it is $1-2(s+1+1)=-3-\sqrt2$. The smeared donor density can be negative.

Each cosine sums to zero along its axis, so the sum of $V\rho$ over the 64 nodes is 64. One cell has volume $V/64$, and the mesh charge is

$$\frac{V}{64}\sum_{\rm nodes}\rho=\frac{64}{64}=1 .$$

For the potential, each mode of $\rho$ is multiplied by $4\pi/k^2$. The $\mathbf k=0$ term is omitted, which means that a uniform background neutralises the box. At the donor all phases are one, so

$$f(\mathbf r_0)=\frac{4\pi}{V}\,\frac{6}{(2\pi/L)^2}=\frac{6}{\pi L}.$$

This is finite. Raising $k_c$ to admit the 12 modes of type $(\pm1,\pm1,0)$, whose $k^2$ is twice as large, adds another $6/(\pi L)$. For large $k$, the number of modes in a shell grows as $k^2\,dk$ while each contributes $1/k^2$, so the sum grows linearly with the cutoff. The Coulomb singularity is this growth without a limit; a fixed $k_c$ stops it.

## The density and potential in open space

For one donor at the origin, let $u$ be the cosine of the angle between $\mathbf k$ and $\mathbf r$. The angular integral is

$$2\pi\int_{-1}^{1}e^{ikru}\,du=4\pi\frac{\sin kr}{kr}.$$

Hence

$$\rho(r)=\frac{1}{2\pi^2r}\int_0^{k_c}k\sin(kr)\,dk .$$

Integration by parts gives

$$\int_0^{k_c}k\sin(kr)\,dk=-\frac{k_c\cos k_cr}{r}+\frac{\sin k_cr}{r^2}.$$

With $x=k_cr$,

$$\rho(r)=\frac{k_c^3}{2\pi^2}\,\frac{\sin x-x\cos x}{x^3}.$$

For small $x$ the numerator is $x^3/3$, so $\rho(0)=k_c^3/(6\pi^2)$.

The potential has the extra factor $4\pi/k^2$:

$$f(r)=\frac{2}{\pi}\int_0^{k_c}\frac{\sin kr}{kr}\,dk=\frac{2}{\pi}\frac{\mathrm{Si}(k_cr)}{r},\qquad \mathrm{Si}(x)=\int_0^x\frac{\sin t}{t}\,dt .$$

Since $\mathrm{Si}(x)\simeq x$ near zero, $f(0)=2k_c/\pi$. Far away, $\mathrm{Si}(x)\simeq\pi/2-\cos x/x$, so the potential approaches $1/r$ with a relative ripple of order $1/x$.

## What unit charge means

The charge inside a sphere of radius $R$, with $X=k_cR$, is

$$Q(R)=\int_0^R4\pi r^2\rho\,dr=\frac{2}{\pi}\int_0^X\left(\frac{\sin x}{x}-\cos x\right)dx=\frac{2}{\pi}\left[\mathrm{Si}(X)-\sin X\right].$$

As $X$ grows, $\mathrm{Si}(X)\to\pi/2$ but $\sin X$ continues to oscillate. The enclosed charge swings between values that approach $1-2/\pi$ and $1+2/\pi$. It has no limit. The density tail explains this: it falls as $\cos x/r^2$, while the area of a spherical shell grows as $r^2$.

The field shows the same oscillation. Differentiating $f$ gives

$$-\frac{df}{dr}=\frac{2}{\pi}\left[\frac{\mathrm{Si}(x)}{r^2}-\frac{\sin x}{r^2}\right]=\frac{Q(r)}{r^2},$$

as Gauss's law requires. The ratio of this field to the Coulomb field is $Q(r)$, and it never settles, although the potential does. This holds for a bare donor, without mobile charge around it.

Unit charge is recovered in three other ways.

**Smooth damping.** Insert $e^{-ax}$ in the radial integral. The standard integrals of $e^{-ax}\sin x/x$ and $e^{-ax}\cos x$ give

$$Q_a=\frac{2}{\pi}\left[\arctan\frac1a-\frac{a}{1+a^2}\right]\simeq1-\frac{4a}{\pi}\quad(a\ll1).$$

The limit is one. At $a=0.001$ direct quadrature gives 0.9987.

**Slabs.** Integrating over $y$ and $z$ selects $k_y=k_z=0$. The charge per unit length along $x$, where $x$ is now a distance, is

$$\lambda(x)=\frac{1}{2\pi}\int_{-k_c}^{k_c}e^{ikx}\,dk=\frac{\sin k_cx}{\pi x}.$$

A slab from $-\ell$ to $\ell$ holds $(2/\pi)\mathrm{Si}(k_c\ell)$, which tends to one.

**Cubes.** For a cube of half-edge $\ell$, integrating the plane waves over the volume gives

$$Q_{\rm cube}=\int_{|\mathbf k|<k_c}d^3k\prod_{i=x,y,z}\frac{\sin k_i\ell}{\pi k_i}.$$

The $k_x$ integral is $(2/\pi)\mathrm{Si}(K\ell)\simeq1-(2/\pi)\cos(K\ell)/(K\ell)$, where $K^2=k_c^2-k_y^2-k_z^2$. For large $k_c\ell$ the two remaining factors act at leading order like delta functions, so $K\to k_c$ in the oscillating term. The term "1" leaves a disc integral in $k_y,k_z$, which yields the same correction for $y$ and then for $z$. Thus

$$Q_{\rm cube}\simeq1-\frac{6}{\pi}\frac{\cos k_c\ell}{k_c\ell}.$$

A stationary-phase estimate puts the next term, from the cube's edges, at order $(k_c\ell)^{-3/2}$. Direct integration at $k_c\ell=20,40,60$ gives charges 0.9415, 1.0362 and 1.0276; the leading formula gives 0.9610, 1.0318 and 1.0303. The approach to one is slow and oscillating.

## The general algorithm

Consider $n_d$ donors at positions $\mathbf r_j$ in a periodic cube of volume $V$, with mesh spacing $h$.

1. Choose $k_c$, and require $k_c<\pi/h$ so that the mesh resolves every kept mode.
2. For each mesh wavevector with $|\mathbf k|<k_c$, set
$$c_{\mathbf k}=\frac1V\sum_{j=1}^{n_d}e^{-i\mathbf k\cdot\mathbf r_j}.$$
Set the other coefficients to zero.
3. Obtain $\rho(\mathbf r)=\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ at the nodes by an inverse fast Fourier transform.
4. Use $\rho$ as the donor term in the Poisson equation. Do not clip its negative values: clipping adds positive charge.

To prove conservation, multiply the sum over nodes by the cell volume. A nonzero kept mode gives a geometric sum that vanishes, because $k_c<\pi/h$ prevents it from being an alias of $\mathbf k=0$. The result is $Vc_0=n_d$, wherever the donors lie relative to the nodes.

By Poisson summation, this density is the sum of the open-space density over all periodic images, understood with smooth damping. This was tested at three nodes of an $8^3$ mesh with $k_c=2\pi\times2.639/L$ and damping $\exp[-(0.17\,r/L)^2]$: the image sum matched the mode sum to within $10^{-4}$ of the central density.

Sampling the closed form $\rho(r)$ in one box, without its images, is a different operation. It inherits the slow convergence of the cube integral.

## One donor in silicon

Take n-type silicon at 300 K with $N=10^{18}$ cm$^{-3}$ and relative permittivity 11.7. The mean spacing $N^{-1/3}$ is 10 nm. The convention $k_c=2N^{1/3}$ gives $k_c=0.200$ nm$^{-1}$. With $C=0.1231$ V nm,

$$\phi(0)=\frac{2k_c}{\pi}C=\frac{2(0.200)}{\pi}(0.1231)\ {\rm V}=15.7\ {\rm mV}.$$

This is the bare value, without screening by mobile electrons. For this one donor it is below $k_BT/e=25.9$ mV; the random sum over many unscreened donors can be larger, as noted in the last section. Near the donor, $Q\simeq2x^3/(9\pi)$, so the field rises linearly from zero. Its maximum is 6.0 kV/cm, or 0.60 mV/nm, at 13.9 nm. A point donor would give 1.23 MV/cm at 1 nm.

The enclosed charge is extreme where $\rho=0$, that is, where $\tan x=x$. The first four such radii are 22.5, 38.6, 54.5 and 70.3 nm, and the charges there are 1.68, 0.35, 1.64 and 0.36.

Now put one donor off the nodes of a periodic 100 nm box with $32^3$ nodes. The spacing is 3.125 nm and $\pi/h=1.005$ nm$^{-1}$, well above $k_c$. The algorithm gives a mesh charge of 1.0000. Sampling the closed form at the nearest image gives 1.13. The integral over a cube of half-edge 50 nm is also 1.13, so the 13% excess belongs to the finite sampling volume.

One shortcut is to cut $\rho$ at its first zero, $z=4.493$, and divide by the enclosed charge 1.675. This restores unit charge but changes the potential. The central value is the integral of charge over distance:

$$f_{\rm cut}(0)=\frac{1}{Q(z)}\int_0^{z/k_c}4\pi r\rho\,dr
=\frac{2k_c}{\pi Q(z)}\int_0^z\frac{\sin x-x\cos x}{x^2}\,dx .$$

The integrand is the derivative of $-\sin x/x$, so

$$f_{\rm cut}(0)=\frac{2k_c}{\pi}\,\frac{1-\sin z/z}{Q(z)}=0.727\,\frac{2k_c}{\pi}.$$

The peak falls from 15.7 to 11.4 mV. Outside 22.5 nm the field is now Coulombic, by Gauss's law, but the cutoff in $k$ is no longer sharp.

## Removing the singularity under mesh refinement

Suppose the Poisson equation is solved by finite differences. Consider the seven-point Laplacian in a 40 nm box with the donor at the central node. The boundary values are the open-space potentials of the charge being solved.

A point donor assigned to one node has density $1/h^3$. Multiplying the discrete Poisson equation by $h^2$ leaves a source $4\pi/h$, so

$$f_{\rm point}(0)\simeq\frac{4\pi G}{h},\qquad
G=\int_{[-\pi,\pi]^3}\frac{d^3\theta}{(2\pi)^3}\,\frac{1}{6-2\sum_i\cos\theta_i}=0.2527 .$$

The peak doubles whenever $h$ is halved.

For the smeared donor, expanding the seven-point operator replaces $k^2$ by $k^2-h^2\sum_ik_i^4/12$. Its inverse is larger than $1/k^2$ by the factor $1+h^2\sum_ik_i^4/(12k^2)$ at leading order. The angular average of $\sum_ik_i^4$ is $3k^4/5$, so this factor averages to $1+h^2k^2/20$. Therefore, in open space,

$$f_h(0)\simeq\frac2\pi\int_0^{k_c}\left(1+\frac{h^2k^2}{20}\right)dk
=\frac{2k_c}{\pi}\left(1+\frac{h^2k_c^2}{60}\right).$$

At $h=2.5$ nm the predicted error is $15.67\times0.25/60=0.065$ mV. The formula ignores the walls of the box, where the error is held at zero, so here it is only an estimate. In boxes of 60 and 80 nm with the same $h$ the error stays within about 4% of this estimate, but in a 20 nm box it is only 28 µV. The solutions are:

| $h$ (nm) | point peak (mV) | smeared peak (mV) | smeared error (µV) |
|---:|---:|---:|---:|
| 2.5 | 156 | 15.74 | 65 |
| 1.25 | 313 | 15.69 | 16 |
| 0.625 | 625 | 15.67 | 4 |

The error is relative to the closed form. It falls by a factor of four at each halving, whereas the point-charge peak diverges.

## Many random donors

The cutoff smooths each donor but does not remove the randomness of their positions. For independent donors of mean density $N$, the variance of the total density is $N\int\rho^2d^3r$. Parseval's theorem turns this integral into the volume of the cutoff ball:

$$\int\rho^2\,d^3r=\frac{1}{(2\pi)^3}\frac{4\pi k_c^3}{3}=\frac{k_c^3}{6\pi^2}.$$

The relative rms fluctuation is $\sqrt{k_c^3/(6\pi^2N)}$. With $k_c=2N^{1/3}$ it is $\sqrt{8/(6\pi^2)}=0.368$, independent of doping. Letting $k_c\to0$ at fixed $N$ recovers uniform doping.

In the periodic box with 1000 donors, 147 modes are kept. The $\mathbf k=0$ mode does not fluctuate. Each other mode contributes $1/n_d$ to the relative variance, so the prediction is $\sqrt{146/1000}=0.382$. Forty random arrangements give 0.378. The density is negative at roughly 0.2 to 0.3% of the nodes.

## Use in a real device, and its limits

The example is a moderately doped silicon region with rough typical parameters. At this doping the cutoff, 0.200 nm$^{-1}$, is comparable with the inverse screening length, 0.245 nm$^{-1}$ with Boltzmann statistics and 0.243 nm$^{-1}$ with Fermi statistics (six valleys, longitudinal mass $0.98\,m_e$ and transverse mass $0.19\,m_e$), so degeneracy matters little here. A longitudinal mass of $0.916\,m_e$ leaves this value unchanged and lowers the one quoted below for $10^{20}$ cm$^{-3}$ from 1.67 to 1.66 nm$^{-1}$. Two neglected items are large. One is screening by mobile electrons, which in neutral material removes most of the smeared peak, as shown at the end. The other is the short-range potential: before screening it is 107 mV at 1 nm and 9.8 mV at 5 nm. The value at 1 nm is about four times $k_BT/e$, so a transport calculation without short-range scattering omits a strong part of the impurity interaction. Real devices also break the assumption of uniform permittivity. For a point donor 5 nm from a thick oxide of relative permittivity 3.9, the image potential at the donor is 6.2 mV, or 39% of the smeared peak. Full ionisation is a further assumption: an isolated 45 meV level would leave about 76% of donors ionised, though the isolated-level picture is itself doubtful at this doping. The thermal wavelengths, 4.3 and 9.9 nm for the two masses, are comparable with $1/k_c=5$ nm, so a classical electron is a rough approximation on this scale. The smeared donor's largest field is 2% of 300 kV/cm, a rough breakdown field for lightly doped silicon, and a smaller fraction of the higher breakdown field at this doping. That figure is for one donor. Without screening, the fields of many random donors add to a mean square $C^2N\int_{|\mathbf k|<k_c}(4\pi/k)^2\,d^3k/(2\pi)^3=8Nk_cC^2$, an rms of 49 kV/cm in open space. In the periodic box with 1000 donors the rms field is 44 kV/cm, with local maxima near 100 kV/cm, and the rms potential is 44 mV, above $k_BT/e$; the potential fluctuation comes mainly from the longest waves and grows with the box. Linear screening, as given below, reduces these rms values to about 11 kV/cm and 7 mV. Fields from the mean space charge and the applied bias are separate.

A boundary also affects the charge count. If a plane at distance $d$ cuts off the density, integration of $\lambda$ leaves

$$Q_{\rm kept}=\frac12+\frac{\mathrm{Si}(k_cd)}{\pi}.$$

At $d=5$ nm this is 0.80. In a periodic deposit whose box coincides with the device, the missing 0.20 reappears through the opposite face: the total is conserved, but part of the charge is in the wrong place.

Finally, $k_c$ is a modelling choice. The smeared peak scales as $k_c$, and hence as $N^{1/3}$ under the convention used here. At $10^{20}$ cm$^{-3}$, with the same permittivity, the bare peak would be $15.7\times100^{1/3}\simeq73$ mV, nearly three times $k_BT/e$ at 300 K. Bare values apply where mobile electrons are absent, as in a depleted region. In neutral n-type silicon, linear screening in its long-wavelength form, with inverse length $\kappa$, multiplies each mode of the potential by $k^2/(k^2+\kappa^2)$, so

$$\phi_{\rm scr}(0)=\frac{2C}{\pi}\left[k_c-\kappa\arctan\frac{k_c}{\kappa}\right].$$

With $\kappa=0.243$ nm$^{-1}$ at $10^{18}$ cm$^{-3}$ this is 2.6 mV instead of 15.7 mV. At $10^{20}$ cm$^{-3}$, where Fermi statistics with the same masses give $\kappa\simeq1.67$ nm$^{-1}$, it is about 6 mV instead of 73 mV. Screening weakens at larger $k$, which the long-wavelength form ignores: the static Lindhard response gives about 7 mV at $10^{20}$ cm$^{-3}$, and changes the value at $10^{18}$ cm$^{-3}$ by less than 2%. The cutoff keeps the potential finite; how strong the peak is depends also on the mobile charge around the donor.

## Table of computed values

```
temperature 300 K, kT/e 25.85 mV
donor density 1.0e+18 cm^-3
relative permittivity: silicon 11.7, oxide 3.9
C = e/(4 pi eps) 0.1231 V nm
mean donor spacing N^(-1/3) 10.00 nm
cutoff kc = 2 N^(1/3) 0.2000 nm^-1
central density of one donor 1.351e+17 cm^-3
central potential, closed form 15.670 mV
largest smeared field 5.985 kV/cm
radius of largest field 13.91 nm
point-charge field at 1 nm 1230.7 kV/cm
density zero 1: x 4.4934, radius 22.47 nm, sphere charge 1.6754 e
density zero 2: x 7.7253, radius 38.63 nm, sphere charge 0.3486 e
density zero 3: x 10.9041, radius 54.52 nm, sphere charge 1.6443 e
density zero 4: x 14.0662, radius 70.33 nm, sphere charge 0.3587 e
far sphere charge extremes 0.3634 and 1.6366 e
damped total charge, damping 0.001: 0.99873 e
cube half-edge 50 nm (kc L = 10): charge 1.1325 e
cube half-edge 100 nm (kc L = 20): charge 0.9415 e
cube half-edge 200 nm (kc L = 40): charge 1.0362 e
cube half-edge 300 nm (kc L = 60): charge 1.0276 e
periodic box edge 100 nm, mesh 32^3, spacing 3.125 nm
mesh limit pi/h 1.0053 nm^-1, kept modes 147
one donor, mode deposit: mesh charge 1.0000000000 e
one donor, sampled closed form: mesh charge 1.1326 e
truncated at first zero: raw charge 1.6754 e
truncated, renormalised / sharp central potential 0.7265
lattice Green function at origin 0.25273
fixed-boundary box edge 40 nm
h 2.500 nm: point peak 156.34 mV, smeared peak 15.7357 mV, smeared error 65.46 uV
h 1.250 nm: point peak 312.70 mV, smeared peak 15.6866 mV, smeared error 16.33 uV
h 0.625 nm: point peak 625.39 mV, smeared peak 15.6743 mV, smeared error 4.08 uV
random donors 1000, realisations 40
relative rms density: mesh 0.3776, modes 0.3821, open space 0.3676
mesh fraction with negative density 0.235 %
inverse screening length: Boltzmann 0.2446, Fermi 0.2431 nm^-1
effective band density 2.832e+19 cm^-3
ionised fraction, isolated 45 meV level 0.765
omitted short-range potential at 1 nm 107.438 mV
omitted short-range potential at 5 nm 9.789 mV
omitted short-range potential at 10 nm -0.271 mV
masses: longitudinal 0.98, transverse 0.19 m_e
thermal wavelengths: longitudinal 4.35, transverse 9.87 nm
oxide image potential, donor 5 nm away, at donor 6.15 mV
charge kept if a plane 5 nm away cuts density 0.8011 e
largest field / rough 300 kV/cm breakdown 0.0199
```
